# Water activity of phosphoric acid boiling at 160 °C: a program that tests the result

```python
"""Water activity of phosphoric acid boiling at 160 C and 1 atm.

Result under test, with acid vapour neglected:
  simple:    a_w = p / p_sat(T)
  corrected: ln a_w = ln(p/p_sat) + (v_L - B)(p_sat - p)/(R T)
p: total pressure, p_sat: saturation pressure of pure water,
v_L: molar volume of liquid water, B: second virial coefficient of steam,
R: gas constant, T: temperature. Standard state: pure liquid at T and p.
Water properties come from published correlations (inputs).
"""
import numpy as np
from scipy.constants import R, atm, zero_Celsius
from scipy.integrate import quad
from scipy.optimize import brentq

T_CRIT = 647.096        # K
P_CRIT = 22.064e6       # Pa
RHO_CRIT = 322.0        # kg/m^3
M_WATER = 0.018015268   # kg/mol
SAT_COEF = np.array([-7.85951783, 1.84408259, -11.7866497,
                     22.6807411, -15.9618719, 1.80122502])
SAT_POWER = np.array([1.0, 1.5, 3.0, 3.5, 4.0, 7.5])


def saturation_terms(T):
    return SAT_COEF * (1 - T / T_CRIT) ** SAT_POWER


def p_saturation(T):
    return P_CRIT * np.exp(T_CRIT / T * saturation_terms(T).sum())


def p_saturation_second_equation(T):
    """Industrial saturation equation, a quadratic in p**(1/4)."""
    n = [0.11670521452767e4, -0.72421316703206e6, -0.17073846940092e2,
         0.12020824702470e5, -0.32325550322333e7, 0.14915108613530e2,
         -0.48232657361591e4, 0.40511340542057e6, -0.23855557567849,
         0.65017534844798e3]
    s = T + n[8] / (T - n[9])
    qa = s**2 + n[0] * s + n[1]
    qb = n[2] * s**2 + n[3] * s + n[4]
    qc = n[5] * s**2 + n[6] * s + n[7]
    return 1e6 * (2 * qc / (-qb + np.sqrt(qb**2 - 4 * qa * qc))) ** 4


def liquid_molar_volume(T):
    tau = 1 - T / T_CRIT
    coef = np.array([1.99274064, 1.09965342, -0.510839303,
                     -1.75493479, -45.5170352, -6.74694450e5])
    power = np.array([1, 2, 5, 16, 43, 110]) / 3
    return M_WATER / (RHO_CRIT * (1 + np.sum(coef * tau**power)))


def saturated_steam_molar_volume(T):
    tau = 1 - T / T_CRIT
    coef = np.array([-2.03150240, -2.68302940, -5.38626492,
                     -17.2991605, -44.7586581, -63.9201063])
    power = np.array([2, 4, 8, 18, 37, 71]) / 6
    return M_WATER / (RHO_CRIT * np.exp(np.sum(coef * tau**power)))


def second_virial(T):
    """Second virial coefficient of steam in m^3/mol."""
    t = T / 100.0
    return 1e-3 * (0.34404 * t**-0.5 - 0.75826 * t**-0.8
                   - 24.219 * t**-3.35 - 3978.2 * t**-8.3)


def activity_corrected(T, p):
    ps = p_saturation(T)
    shift = (liquid_molar_volume(T) - second_virial(T)) * (ps - p) / (R * T)
    return p / ps * np.exp(shift)


def activity_integrated(T, p):
    """Activity from the integral of v dp with a non-ideal steam volume."""
    ps = p_saturation(T)
    B = second_virial(T)
    vg = saturated_steam_molar_volume(T)
    C = vg**2 * (ps * vg / (R * T) - 1 - B / vg)

    def steam_volume(pressure):
        def excess(v):
            return R * T / v * (1 + B / v + C / v**2) - pressure
        return brentq(excess, 0.9 * vg, 1.05 * R * T / pressure,
                      xtol=1e-14, rtol=1e-12)

    steam_part = quad(steam_volume, p, ps, epsrel=1e-9)[0]
    liquid_part = liquid_molar_volume(T) * (ps - p)
    return np.exp((liquid_part - steam_part) / (R * T))


t_celsius = 160.0
T = t_celsius + zero_Celsius
p = atm
ps = p_saturation(T)
ps_second = p_saturation_second_equation(T)
B = second_virial(T)
v_liquid = liquid_molar_volume(T)
simple = p / ps
steam_shift = -B * (ps - p) / (R * T)
liquid_shift = v_liquid * (ps - p) / (R * T)
corrected = activity_corrected(T, p)
integrated = activity_integrated(T, p)
T_boil = brentq(lambda x: p_saturation_second_equation(x) - p, 350, 400)

# Two equations of different form; they agree to a few parts in 10^4.
for temp in (T_boil, T - 1, T, T + 1):
    assert abs(p_saturation(temp) / p_saturation_second_equation(temp)
               - 1) < 5e-4

# Second virial coefficient against saturated steam density.
# The neglected third virial term sets the tolerance.
z_values = []
for temp, tolerance in ((T_boil, 0.002), (T, 0.005)):
    vg = saturated_steam_molar_volume(temp)
    z_density = p_saturation(temp) * vg / (R * temp)
    z_virial = 1 + second_virial(temp) / vg
    assert abs(z_density - z_virial) < tolerance
    z_values.append((z_density, z_virial))

# Closed formula against integration; second-order terms are below 0.5 %.
for temp in (T - 1, T, T + 1):
    assert abs(activity_corrected(temp, p)
               / activity_integrated(temp, p) - 1) < 5e-3

# The simple ratio must miss the integrated value by more than that.
assert integrated / simple - 1 > 0.02

# Pure water at its normal boiling point has unit activity.
assert abs(activity_corrected(T_boil, p) - 1) < 5e-4

print(f"Boiling temperature of acid: {T:.2f} K")
print(f"Total pressure p: {p:.0f} Pa")
print(f"Gas constant R: {R:.6f} J/(mol K)")
print(f"Critical temperature of water: {T_CRIT:.3f} K")
print(f"Critical pressure of water: {P_CRIT:.0f} Pa")
print(f"tau = 1 - T/T_c: {1 - T / T_CRIT:.6f}")
for k, (c, e, term) in enumerate(
        zip(SAT_COEF, SAT_POWER, saturation_terms(T)), 1):
    print(f"Term {k}: coefficient {c:.8f}, power {e:.1f}, value {term:.6f}")
print(f"Sum of terms: {saturation_terms(T).sum():.6f}")
print(f"T_c/T: {T_CRIT / T:.6f}")
print(f"ln(p_sat/p_c): {np.log(ps / P_CRIT):.6f}")
print(f"p_sat: {ps:.0f} Pa")
print(f"p_sat, second equation: {ps_second:.0f} Pa")
print(f"Simple activity p/p_sat: {simple:.4f}")
print(f"ln(p/p_sat): {np.log(simple):.4f}")
print(f"p_sat - p: {ps - p:.0f} Pa")
print(f"R T: {R * T:.1f} J/mol")
print(f"Second virial coefficient B: {B:.3e} m^3/mol")
print(f"Liquid molar volume v_L: {v_liquid:.3e} m^3/mol")
print(f"Steam correction to ln a_w: {steam_shift:.4f}")
print(f"Liquid correction to ln a_w: {liquid_shift:.4f}")
print(f"Sum of corrections: {steam_shift + liquid_shift:.4f}")
print(f"Corrected ln a_w: {np.log(corrected):.4f}")
print(f"Corrected activity: {corrected:.4f}")
print(f"Activity by integration: {integrated:.4f}")
print(f"Corrected over simple, minus 1: {100*(corrected/simple-1):.2f} %")
print(f"Integrated over corrected, minus 1: "
      f"{100 * (integrated / corrected - 1):.2f} %")
print(f"Normal boiling point of water: {T_boil:.2f} K")
for name, (zd, zv) in zip(("normal boiling point", "160 C"), z_values):
    print(f"Saturated steam Z at {name}: density {zd:.4f}, virial {zv:.4f}")
for temp in (T - 1, T + 1):
    print(f"At {temp:.2f} K: simple {p / p_saturation(temp):.4f}, "
          f"corrected {activity_corrected(temp, p):.4f}")
slope = 50 * np.log(activity_corrected(T + 1, p)
                    / activity_corrected(T - 1, p))
print(f"Relative change of corrected activity: {slope:.2f} % per K")
print("all good")
```

It prints:

```
Boiling temperature of acid: 433.15 K
Total pressure p: 101325 Pa
Gas constant R: 8.314463 J/(mol K)
Critical temperature of water: 647.096 K
Critical pressure of water: 22064000 Pa
tau = 1 - T/T_c: 0.330625
Term 1: coefficient -7.85951783, power 1.0, value -2.598552
Term 2: coefficient 1.84408259, power 1.5, value 0.350577
Term 3: coefficient -11.78664970, power 3.0, value -0.425987
Term 4: coefficient 22.68074110, power 3.5, value 0.471337
Term 5: coefficient -15.96187190, power 4.0, value -0.190733
Term 6: coefficient 1.80122502, power 7.5, value 0.000447
Sum of terms: -2.392911
T_c/T: 1.493931
ln(p_sat/p_c): -3.574842
p_sat: 618230 Pa
p_sat, second equation: 618139 Pa
Simple activity p/p_sat: 0.1639
ln(p/p_sat): -1.8085
p_sat - p: 516905 Pa
R T: 3601.4 J/mol
Second virial coefficient B: -2.685e-04 m^3/mol
Liquid molar volume v_L: 1.985e-05 m^3/mol
Steam correction to ln a_w: 0.0385
Liquid correction to ln a_w: 0.0028
Sum of corrections: 0.0414
Corrected ln a_w: -1.7671
Corrected activity: 0.1708
Activity by integration: 0.1712
Corrected over simple, minus 1: 4.23 %
Integrated over corrected, minus 1: 0.24 %
Normal boiling point of water: 373.12 K
Saturated steam Z at normal boiling point: density 0.9846, virial 0.9850
Saturated steam Z at 160 C: density 0.9488, virial 0.9514
At 432.15 K: simple 0.1681, corrected 0.1751
At 434.15 K: simple 0.1598, corrected 0.1667
Relative change of corrected activity: -2.46 % per K
all good
```
